# Schiff's Theorem and the Nuclear Schiff Moment: Two Derivations: test program

```python
"""Schiff's theorem and the Schiff moment, tested numerically (atomic units).

Result under test: for N electrons and a clamped point nucleus of charge Z in
a uniform field F, the mean total field at the nucleus is (1 - N/Z) F, zero for
a neutral atom. An extended nucleus with dipole d and charge density rho keeps
  S_k = [int rho r^2 r_k - 5/(3Z) d_k int rho r^2 - (2/Z) Q_kj d_j] / 10,
Q_kj = int rho (r_k r_j - r^2 delta_kj/3), and for Z = N = 1 the energy shift
linear in the odd density and in F tends to -8 S F for a small nucleus.
b is the Gaussian width of the even nuclear density.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, solve
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import erf, gamma, gammainc, gammaincc


def radial_grid(edges, order=14):
    """Finite elements on Gauss-Lobatto nodes; vectors hold sqrt(weight)*u."""
    c = np.zeros(order + 1)
    c[-1] = 1
    inner = np.sort(leg.legroots(leg.legder(c)).real)
    x = np.concatenate(([-1.0], inner, [1.0]))
    p = leg.legval(x, c)
    w = 2 / (order * (order + 1) * p**2)
    deriv = p[:, None] / p[None, :] / (x[:, None] - x[None, :] + np.eye(order + 1))
    np.fill_diagonal(deriv, 0)
    deriv[0, 0] = -order * (order + 1) / 4
    deriv[-1, -1] = order * (order + 1) / 4
    size = (len(edges) - 1) * order + 1
    r, weight, kin = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        s = slice(e * order, e * order + order + 1)
        r[s] = edges[e] + half * (x + 1)
        weight[s] += half * w
        kin[s, s] += deriv.T @ (w[:, None] * deriv) / (2 * half)
    r, weight, kin = r[1:-1], weight[1:-1], kin[1:-1, 1:-1]
    return r, weight, kin / np.sqrt(np.outer(weight, weight))


POINT_EDGES = [0, 1, 2.5, 5, 9, 14, 20, 28, 38, 48, 60]


def stark_state(charge, field, index, lmax=5):
    """Energy and mean electronic field at the nucleus, one electron, m = 0."""
    r, _, kin = radial_grid(POINT_EDGES)
    n = len(r)
    ham = np.zeros((n * (lmax + 1), n * (lmax + 1)))
    for l in range(lmax + 1):
        s = slice(l * n, (l + 1) * n)
        ham[s, s] = kin + np.diag(l * (l + 1) / (2 * r**2) - charge / r)
        if l < lmax:
            t = slice((l + 1) * n, (l + 2) * n)
            ang = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
            ham[s, t] = ham[t, s] = np.diag(field * ang * r)
    energy, vec = eigh(ham, subset_by_index=[index, index])
    v = vec[:, 0].reshape(lmax + 1, n)
    e_field = 0.0
    for l in range(lmax):
        ang = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
        e_field += 2 * ang * np.sum(v[l] * v[l + 1] / r**2)
    return energy[0], e_field


def two_electron_field(charge, field, inverse_mass):
    """Mean electronic field at a soft-Coulomb nucleus, two electrons in 1D."""
    n, h = 65, 0.3
    x = h * (np.arange(n) - n // 2)
    k = np.arange(n)[:, None] - np.arange(n)[None, :]
    sign = np.where(k % 2 == 0, 1.0, -1.0)
    safe = np.where(k == 0, 1, k)
    kin = np.where(k == 0, np.pi**2 / 6, sign / safe**2) / h**2
    grad = np.where(k == 0, 0.0, sign / safe) / h
    one = -charge / np.sqrt(x**2 + 1) + field * x
    pot = one[:, None] + one[None, :] + 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)

    def apply(vector):
        f = np.asarray(vector).reshape(n, n)
        out = (1 + inverse_mass) * (kin @ f + f @ kin) + pot * f
        out = out - inverse_mass * (grad @ f @ grad.T)
        return out.ravel()

    op = LinearOperator((n * n, n * n), matvec=apply, dtype=float)
    start = np.exp(-(x[:, None]**2 + x[None, :]**2) / 2).ravel()
    _, vec = eigsh(op, k=1, which="SA", v0=start, tol=1e-11)
    density = 2 * np.sum(vec[:, 0].reshape(n, n)**2, axis=1)
    return np.sum(density * x / (x**2 + 1)**1.5)


def response(r, kin, potential):
    """Ground s vector and its first-order p response to a unit field."""
    energy, vec = eigh(kin + np.diag(potential), subset_by_index=[0, 0])
    c0 = vec[:, 0]
    matrix = kin + np.diag(potential + 1 / r**2 - energy[0])
    return c0, solve(matrix, -r * c0 / np.sqrt(3))


def odd_potential(r, power, b):
    """Radial factor of the potential of r^power exp(-r^2/b^2) cos, unit dipole."""
    if power is None:  # point dipole
        return 1 / r**2
    x, top = r**2 / b**2, (power + 4) / 2
    low = (power + 1) / 2
    outer = gamma(low) * gammaincc(low, x) / (gamma(top) * b**3)
    return gammainc(top, x) / r**2 + r * outer


def schiff_from_density(power):
    """Schiff moment per unit dipole for b = 1, Z = 1, by density quadrature."""
    norm = quad(lambda s: s**2 * np.exp(-s * s), 0, 12)[0]
    mean_square = quad(lambda s: s**4 * np.exp(-s * s), 0, 12)[0] / norm
    third = 0.0
    if power is not None:
        dip = quad(lambda s: s**(power + 3) * np.exp(-s * s), 0, 12)[0]
        third = quad(lambda s: s**(power + 5) * np.exp(-s * s), 0, 12)[0] / dip
    return (third - 5 * mean_square / 3) / 10, mean_square, third


def schiff_from_potential(power):
    """Same moment from the first moment of the screened odd potential."""
    def integrand(s):
        even_slope = 2 * np.exp(-s * s) / (np.sqrt(np.pi) * s) - erf(s) / s**2
        return s**3 * (odd_potential(s, power, 1.0) + even_slope)
    return -quad(integrand, 0, 12, epsabs=1e-11, limit=200)[0] / 3


def direct_shift(b, powers):
    """Shift per unit dipole and field, solved without the Schiff transformation."""
    edges, step = [0.0], 1.5 * b
    while edges[-1] < 40:
        edges.append(edges[-1] + step)
        step = min(max(step, edges[-1]), 5.0)
    r, _, kin = radial_grid(edges)
    c0, c1 = response(r, kin, -erf(r / b) / r)
    return [-1 - 2 / np.sqrt(3) * np.sum(c0 * odd_potential(r, p, b) * c1)
            for p in powers]


# Field at a point nucleus: one electron in three dimensions
print("One electron, point nucleus (atomic units)")
for label, charge, field, index in (("Z=1 ground", 1, 0.005, 0),
                                    ("Z=1 lowest n=2 Stark", 1, 0.001, 1),
                                    ("Z=2 ion ground", 2, 0.005, 0)):
    energy, electronic = stark_state(charge, field, index)
    total = field + electronic
    assert abs(total - (1 - 1 / charge) * field) < 1e-3 * field
    print(f"{label}: F = {field:.3f}, energy = {energy:.6f} hartree")
    print(f"  electronic field/F = {electronic/field:.6f}, total/F = {total/field:.6f}")

# Interacting electrons, finite nuclear mass and an ion
print("Two electrons, 1D soft-Coulomb model, F = 0.02 a.u.")
for charge, inverse_mass in ((2, 0.0), (2, 0.1), (3, 0.0)):
    electronic = two_electron_field(charge, 0.02, inverse_mass)
    total = 1 + electronic / 0.02
    assert abs(total - (1 - 2 / charge)) < 1e-3
    print(f"Z = {charge}, electron/nuclear mass = {inverse_mass:.1f}: total/F = {total:.6f}")

# First-order density of the one-electron neutral atom
r, weight, kin = radial_grid(POINT_EDGES)
c0, c1 = response(r, kin, -1 / r)
density_over_z = 2 * np.sqrt(3) / (4 * np.pi) * c0 * c1 / (weight * r**3)
mask = (r > 0.2) & (r < 5)
closed = -2 / np.pi * (1 + r / 2) * np.exp(-2 * r)
assert np.max(np.abs(density_over_z - closed)[mask]) < 1e-6
near = (r > 0.1) & (r < 0.99)
slope = np.polyfit(r[near], density_over_z[near], 6)[-1]
assert abs(slope + 2 / np.pi) < 1e-3
coefficient = -4 * np.pi * slope
print(f"Density gradient at nucleus / F = {slope:.4f} a.u.")
print(f"Atomic dipole / Schiff moment = {coefficient:.3f} a.u.")

# General moment, including the quadrupole term, for point-charge clusters
rng = np.random.default_rng(4)
half = rng.normal(size=(4, 3))
position = np.concatenate((half, -half))
even = np.tile([1.0, 2.0, 1.5, 0.5], 2)
odd_half = rng.normal(size=4)
odd = np.concatenate((odd_half, -odd_half))


def centred_moment(strength):
    q = even + strength * odd
    s = position - q @ position / q.sum()
    return (q * np.sum(s**2, axis=1)) @ s / 10


numeric = (centred_moment(1e-4) - centred_moment(-1e-4)) / 2e-4
dipole = odd @ position
second = (position.T * even) @ position
trace, total_charge = np.trace(second), even.sum()
quadrupole = second - trace / 3 * np.eye(3)
formula = ((odd * np.sum(position**2, axis=1)) @ position
           - 5 * trace * dipole / (3 * total_charge)
           - 2 * quadrupole @ dipole / total_charge) / 10
assert np.allclose(numeric, formula, atol=1e-6)
print(f"Cluster test, largest moment difference = {np.max(abs(numeric-formula)):.1e} a.u.")

# Extended nuclei
powers = (1, 3, None)
names = ("rigid displacement", "r^3 cos shape", "point dipole")
moments = []
print("Moments per unit dipole, even Gaussian density, units of b^2")
for name, power in zip(names, powers):
    moment, mean_square, third = schiff_from_density(power)
    assert abs(moment - schiff_from_potential(power)) < 1e-7
    moments.append(moment)
    print(f"{name}: <r^2> = {mean_square:.4f}, r^2 r moment = {third:.4f}, S = {moment:.4f}")
assert abs(moments[0]) < 1e-9

widths = (0.04, 0.02, 0.01)
ratios = []
print("Direct energy shift / (d F), and its ratio to -8 S F")
for b in widths:
    shift = direct_shift(b, powers)
    assert abs(shift[0]) < 1e-6
    row = [shift[i] / (-8 * moments[i] * b**2) for i in (1, 2)]
    ratios.append(row)
    print(f"b = {b:.2f} bohr: rigid displacement |shift| below 1e-6: {abs(shift[0]) < 1e-6}")
    print(f"  r^3 cos shape: shift = {shift[1]:.4e}, ratio = {row[0]:.4f}")
    print(f"  point dipole:  shift = {shift[2]:.4e}, ratio = {row[1]:.4f}")
ratios = np.array(ratios)
first = 2 * ratios[1:] - ratios[:-1]
limit = (4 * first[1] - first[0]) / 3
# Remaining error: terms of order b^2 log b are only partly removed.
assert np.all(np.abs(limit - 1) < 5e-3)
print(f"Ratios extrapolated to b = 0: {limit[0]:.4f} and {limit[1]:.4f}")

# Worked example at nuclear scale, leading contact formula
bohr_fm = physical_constants["Bohr radius"][0] * 1e15
b_fm, dipole_fm = 2.0, 0.01
schiff_fm3 = moments[1] * b_fm**2 * dipole_fm
atomic_fm = 8 * schiff_fm3 / bohr_fm**2
print("Nuclear-scale model, Z = 1, r^3 cos odd density")
print(f"b = {b_fm:.1f} fm, nuclear dipole = {dipole_fm:.2f} e fm, bohr = {bohr_fm:.2f} fm")
print(f"Schiff moment = {schiff_fm3:.4e} e fm^3")
print(f"Atomic dipole = {atomic_fm:.4e} e fm = {atomic_fm*1e-13:.4e} e cm")
print(f"Atomic dipole / nuclear dipole = {atomic_fm/dipole_fm:.4e}")
print("done: every assertion held")
```

Printed output:

```
One electron, point nucleus (atomic units)
Z=1 ground: F = 0.005, energy = -0.500056 hartree
  electronic field/F = -1.000000, total/F = -0.000000
Z=1 lowest n=2 Stark: F = 0.001, energy = -0.128086 hartree
  electronic field/F = -1.000000, total/F = 0.000000
Z=2 ion ground: F = 0.005, energy = -2.000004 hartree
  electronic field/F = -0.500000, total/F = 0.500000
Two electrons, 1D soft-Coulomb model, F = 0.02 a.u.
Z = 2, electron/nuclear mass = 0.0: total/F = 0.000001
Z = 2, electron/nuclear mass = 0.1: total/F = 0.000004
Z = 3, electron/nuclear mass = 0.0: total/F = 0.333333
Density gradient at nucleus / F = -0.6366 a.u.
Atomic dipole / Schiff moment = 8.000 a.u.
Cluster test, largest moment difference = 4.6e-08 a.u.
Moments per unit dipole, even Gaussian density, units of b^2
rigid displacement: <r^2> = 1.5000, r^2 r moment = 2.5000, S = 0.0000
r^3 cos shape: <r^2> = 1.5000, r^2 r moment = 3.5000, S = 0.1000
point dipole: <r^2> = 1.5000, r^2 r moment = 0.0000, S = -0.2500
Direct energy shift / (d F), and its ratio to -8 S F
b = 0.04 bohr: rigid displacement |shift| below 1e-6: True
  r^3 cos shape: shift = -1.1485e-03, ratio = 0.8972
  point dipole:  shift = 2.9327e-03, ratio = 0.9165
b = 0.02 bohr: rigid displacement |shift| below 1e-6: True
  r^3 cos shape: shift = -3.0318e-04, ratio = 0.9474
  point dipole:  shift = 7.6603e-04, ratio = 0.9575
b = 0.01 bohr: rigid displacement |shift| below 1e-6: True
  r^3 cos shape: shift = -7.7883e-05, ratio = 0.9735
  point dipole:  shift = 1.9573e-04, ratio = 0.9787
Ratios extrapolated to b = 0: 1.0003 and 1.0001
Nuclear-scale model, Z = 1, r^3 cos odd density
b = 2.0 fm, nuclear dipole = 0.01 e fm, bohr = 52917.72 fm
Schiff moment = 4.0000e-03 e fm^3
Atomic dipole = 1.1427e-11 e fm = 1.1427e-24 e cm
Atomic dipole / nuclear dipole = 1.1427e-09
done: every assertion held
```
